# Splicing a GGA potential to a Coulomb tail: beryllium Rydberg levels: a program that tests the result

```python
"""Asymptotic correction of a GGA potential, tested on the beryllium atom.

Result under test: with a switch f(r) from 0 (bulk) to 1 (tail), the potential
    v = (1-f) v_GGA + f (-1/r + Delta),   Delta = I + eps_HOMO,
has its threshold at Delta, a HOMO exactly I below it when eps_HOMO belongs to
the spliced Hamiltonian itself, and a Rydberg series below the threshold.
I: ionization energy; eps: orbital energy; rho: density; sigma = |grad rho|^2;
u(r): radial orbital times r; w = <HOMO|f|HOMO>. Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal, cho_factor, cho_solve
from scipy.special import roots_jacobi, eval_legendre, expit
from pyscf import gto, scf, dft, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
Z = 4.0
ORDER, MAP_LENGTH, R_MAX = 200, 15.0, 200.0
R1, R2 = 7.0, 9.0                  # linear switch, bohr
GRAC_ALPHA, GRAC_BETA = 0.5, 40.0  # gradient switch

# ---------- mapped Legendre-Lobatto grid (functions vanish at both ends) ----
x = roots_jacobi(ORDER - 1, 1, 1)[0]
a = 2 * MAP_LENGTH / R_MAX
r = MAP_LENGTH * (1 + x) / (1 - x + a)
jac = MAP_LENGTH * (2 + a) / (1 - x + a) ** 2
leg = eval_legendre(ORDER, x)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
kin = 1 / gap ** 2
np.fill_diagonal(kin, ORDER * (ORDER + 1) / (6 * (1 - x ** 2)))
kin = kin / np.outer(jac, jac)                 # matrix of -1/2 d^2/dr^2
ddr = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(ddr, 0.0)
ddr = ddr / jac[:, None]                       # matrix of d/dr
scale = np.sqrt(2 * jac / (ORDER * (ORDER + 1))) / leg   # coefficient = scale*u
weight = scale ** 2                            # quadrature weights in r
kin_factor = cho_factor(kin)


def solve_radial(v, l, count):
    h = kin + np.diag(v + l * (l + 1) / (2 * r ** 2))
    return eigh(h, subset_by_index=[0, count - 1])


def levels(v, l, count):
    return solve_radial(v, l, count)[0]


# ---------- PBE energy density, closed shell; derivatives by complex step ---
def log1p_c(z):
    return np.log1p(z.real) + 1j * z.imag / (1 + z.real)


def expm1_c(z):
    return np.expm1(z.real) + 1j * z.imag * np.exp(z.real)


def pbe(rho, sigma):
    rho = rho + 0j
    sigma = sigma + 0j
    beta, gamma, kappa = 0.06672455060314922, (1 - np.log(2)) / np.pi ** 2, 0.804
    mu = beta * np.pi ** 2 / 3
    kf = (3 * np.pi ** 2 * rho) ** (1 / 3)
    s2 = sigma / (4 * kf ** 2 * rho ** 2)
    ex = -3 * kf / (4 * np.pi) * (1 + mu * s2 / (1 + mu * s2 / kappa))
    rs = (3 / (4 * np.pi * rho)) ** (1 / 3)
    root = np.sqrt(rs)
    a0 = 0.0310907
    q = 2 * a0 * (7.5957 * root + 3.5876 * rs + 1.6382 * rs * root
                  + 0.49294 * rs * rs)
    ec = -2 * a0 * (1 + 0.21370 * rs) * log1p_c(1 / q)
    t2 = np.pi * sigma / (16 * kf * rho ** 2)
    at = beta / gamma / expm1_c(-ec / gamma) * t2
    h = gamma * log1p_c(beta / gamma * t2 * (1 + at) / (1 + at + at * at))
    return rho * (ex + ec + h)


def pbe_potential(rho, drho):
    sigma = drho ** 2
    step_r = 1e-20 * rho
    step_s = 1e-20 * (sigma + rho ** (8 / 3))
    e_rho = pbe(rho + 1j * step_r, sigma).imag / step_r
    e_sigma = pbe(rho, sigma + 1j * step_s).imag / step_s
    return e_rho - ddr @ (r ** 2 * 2 * e_sigma * drho) / r ** 2


def xc_energy(rho, drho):
    return np.sum(weight * 4 * np.pi * r ** 2 * pbe(rho, drho ** 2).real)


ramp = np.clip((r - R1) / (R2 - R1), 0, 1)


def run_atom(occ_2s=2.0, ionization=None):
    """PBE atom; with an ionization energy given, the spliced potential."""
    occ = np.array([2.0, occ_2s])
    v = -(1 + 3 * np.exp(-r)) / r
    old = np.zeros(2)
    for cycle in range(250):
        eps, c = solve_radial(v, 0, 2)
        u = c / scale[:, None]
        du = ddr @ u
        dens = u ** 2 / (4 * np.pi * r[:, None] ** 2)
        ddens = (u * du / r[:, None] ** 2 - u ** 2 / r[:, None] ** 3) / (2 * np.pi)
        rho = np.maximum(dens @ occ, 1e-60)
        drho = ddens @ occ
        shell = u ** 2 @ occ
        part = cho_solve(kin_factor, scale * shell / (2 * r)) / scale
        v_h = part / r + occ.sum() / R_MAX
        vxc = pbe_potential(rho, drho)
        base = -Z / r + v_h
        delta = 0.0
        new = base + vxc
        if ionization is not None:
            delta = ionization + eps[1]
            new = new + ramp * (-1 / r + delta - vxc)
        if cycle > 10 and np.max(abs(eps - old)) < 3e-9:
            break
        old = eps
        kinetic = 0.0
        v_used = v
        v = v + 0.4 * (new - v)
    else:
        raise AssertionError("self-consistency not reached")
    kinetic = occ @ eps - np.sum(weight * v * shell)
    energy = (kinetic + np.sum(weight * shell * (-Z / r + v_h / 2))
              + xc_energy(rho, drho))
    return dict(eps=eps, c=c, rho=rho, drho=drho, dens=dens, ddens=ddens,
                base=base, vxc=vxc, v=new, delta=delta, energy=energy,
                cycles=cycle + 1)


# ---------- Gaussian-basis PBE: ionization energy and independent check -----
def gaussian_pbe(charge):
    basis = [[0, [float(e), 1.0]] for e in 0.02 * 2.0 ** np.arange(23)]
    mol = gto.M(atom="Be 0 0 0", basis={"Be": basis}, charge=charge,
                spin=charge, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "PBE"
    mf.chkfile = None
    mf.grids.atom_grid = {"Be": (200, 50)}
    mf.grids.prune = None
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf.e_tot, mf.mo_energy[0][1]


# ---------- reference: two valence electrons outside a frozen HF core -------
def valence_ci():
    sets = [0.003 * 2.2 ** np.arange(19), 0.004 * 2.2 ** np.arange(10),
            0.015 * 2.5 ** np.arange(5)]
    basis = [[l, [float(e), 1.0]] for l in range(3) for e in sets[l]]
    mol = gto.M(atom="Be 0 0 0", basis={"Be": basis}, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.kernel()
    assert mf.converged
    fock, over = mf.get_fock(), mf.get_ovlp()
    ao = {(l, m): [] for l in range(3) for m in range(2 * l + 1)}
    start = mol.ao_loc_nr()
    for sh in range(mol.nbas):
        l = mol.bas_angular(sh)
        for m in range(2 * l + 1):
            ao[l, m].append(start[sh] + m)
    coef = np.zeros((mol.nao_nr(), mol.nao_nr()))
    orb, col = {}, 0
    for l in range(3):
        first = np.ix_(ao[l, 0], ao[l, 0])
        radial = eigh(fock[first], over[first])[1]
        for m in range(2 * l + 1):
            n = len(ao[l, m])
            orb[l, m] = list(range(col, col + n))
            coef[np.ix_(ao[l, m], orb[l, m])] = radial
            col += n
    assert np.allclose(coef.T @ over @ coef, np.eye(col), atol=1e-7)
    core = coef[:, orb[0, 0][0]]
    field = mf.get_hcore() + np.asarray(mf.get_veff(mol, 2 * np.outer(core, core)))
    h = coef.T @ field @ coef
    eri = ao2mo.kernel(mol.intor("int2e", aosym="s8"), coef)

    def pair(p, q):
        hi, lo = np.maximum(p, q), np.minimum(p, q)
        return hi * (hi + 1) // 2 + lo

    def diagonalize(pairs, sign):
        i, j = np.array(pairs).T
        norm = np.where(i == j, 0.5, np.sqrt(0.5))
        i, j = i[:, None], j[:, None]

        def element(k, l):
            return (h[i, k] * (j == l) + (i == k) * h[j, l]
                    + eri[pair(i, k), pair(j, l)])
        k, l = i.T, j.T
        mat = 2 * np.outer(norm, norm) * (element(k, l) + sign * element(l, k))
        return eigh(mat)

    s = orb[0, 0][1:]
    ion = eigh(h[np.ix_(s, s)], eigvals_only=True)[0]
    result = {}
    for name, sign in (("singlet", 1), ("triplet", -1)):
        skip = 0 if sign == 1 else 1
        ss = [(p, q) for n, p in enumerate(s) for q in s[n + skip:]]
        pp = [(p, q) for m in range(3) for n, p in enumerate(orb[1, m])
              for q in orb[1, m][n + skip:]]
        e, vec = diagonalize(ss + pp, sign)
        # D states have no s-s part, so this keeps the S states only
        keep = np.sum(vec[:len(ss)] ** 2, axis=0) > 0.3
        result[name, "s"] = e[keep][:4] - ion
        odd = [(p, q) for p in s for q in orb[1, 2]]
        for mp, md in ((0, 3), (1, 1), (2, 2)):
            odd += [(p, q) for p in orb[1, mp] for q in orb[2, md]]
        result[name, "p"] = diagonalize(odd, sign)[0][:4] - ion
    return result


# ================= tests of the tools =================
hyd_err = np.max(abs(levels(-1 / r, 0, 5) + 0.5 / np.arange(1, 6) ** 2))
assert hyd_err < 1e-7
e_atom, homo_gauss = gaussian_pbe(0)
e_ion, _ = gaussian_pbe(1)
ion_energy = e_ion - e_atom
gga = run_atom()
homo = gga["eps"][1]
assert abs(gga["energy"] - e_atom) < 1e-4
assert abs(homo - homo_gauss) < 1e-4

# potential against the numerical derivative of the energy
t = 1e-3
n2, dn2 = gga["dens"][:, 1], gga["ddens"][:, 1]
slope = (xc_energy(gga["rho"] + t * n2, gga["drho"] + t * dn2)
         - xc_energy(gga["rho"] - t * n2, gga["drho"] - t * dn2)) / (2 * t)
v_mean = np.sum(gga["c"][:, 1] ** 2 * gga["vxc"])
assert abs(slope - v_mean) < 1e-5

# shift as accumulated curvature: spin-restricted removal of one electron
node, wt = np.polynomial.legendre.leggauss(3)
node, wt = (node + 1) / 2, wt / 2
path = np.array([run_atom(2 - q)["eps"][1] for q in node])
ion_restricted = run_atom(1.0)["energy"] - gga["energy"]
curvature_shift = wt @ (homo - path)
assert abs(curvature_shift - (ion_restricted + homo)) < 1e-4

# ================= frozen-density splice =================
delta0 = ion_energy + homo
assert delta0 > 0


def spliced(delta, strength=1.0):
    return (gga["base"] + gga["vxc"]
            + strength * ramp * (-1 / r + delta - gga["vxc"]))


def homo_of(delta):
    return levels(spliced(delta), 0, 2)[1]


c0 = solve_radial(spliced(delta0), 0, 2)[1][:, 1]
tail_weight = np.sum(ramp * c0 ** 2)
rate = (homo_of(delta0 + 1e-3) - homo_of(delta0 - 1e-3)) / 2e-3
assert abs(rate - tail_weight) < 1e-5 and tail_weight < 1
residual = homo_of(delta0) - homo
change = ramp * (-1 / r + delta0 - gga["vxc"])
first_order = np.sum(change * gga["c"][:, 1] ** 2)
coupling = sum(w_k * np.sum(change * solve_radial(spliced(delta0, g), 0, 2)[1][:, 1] ** 2)
               for g, w_k in zip(node, wt))
assert abs(coupling - residual) < 1e-6
delta_fix = delta0
for _ in range(12):
    delta_fix = ion_energy + homo_of(delta_fix)
assert abs(homo_of(delta_fix) - delta_fix + ion_energy) < 1e-8

# ================= self-consistent splice, GRAC switch, no shift ============
th = run_atom(ionization=ion_energy)
th_s = levels(th["v"], 0, 14) - th["delta"]
th_p = levels(th["v"], 1, 14) - th["delta"]
assert abs(th_s[1] + ion_energy) < 1e-7
grad = abs(gga["drho"]) / gga["rho"] ** (4 / 3)
f_grac = expit(GRAC_ALPHA * (grad - GRAC_BETA))
v_grac = gga["base"] + (1 - f_grac) * (gga["vxc"] - delta0) - f_grac / r
grac_s, grac_p = levels(v_grac, 0, 5), levels(v_grac, 1, 4)
k = np.argmax(grad > GRAC_BETA)
r_half = np.interp(GRAC_BETA, grad[k - 1:k + 1], r[k - 1:k + 1])
plain = levels(gga["base"] + (1 - ramp) * gga["vxc"] - ramp / r, 0, 4)

# finite differences on a uniform grid, splice applied afresh on that grid
step = 0.0125
rf = step * np.arange(1, 8000)
base_f = CubicSpline(r, r * th["base"])(rf) / rf
vxc_spline = CubicSpline(r, r * th["vxc"])
vxc_f = vxc_spline(rf) / rf
ramp_f = np.clip((rf - R1) / (R2 - R1), 0, 1)
v_f = base_f + vxc_f + ramp_f * (-1 / rf + th["delta"] - vxc_f)
fd = eigh_tridiagonal(1 / step ** 2 + v_f + 1 / rf ** 2,
                      np.full(len(rf) - 1, -0.5 / step ** 2),
                      eigvals_only=True, select="i", select_range=(0, 2))
fd_err = np.max(abs(fd - th["delta"] - th_p[:3]))
assert fd_err < 5e-5

# bound levels and quantum defects
gga_s, gga_p = levels(gga["v"], 0, 14), levels(gga["v"], 1, 14)
bound = [int(np.sum(e < 0)) for e in (gga_s, gga_p, th_s, th_p)]
assert bound[0] <= 3 and bound[1] <= 2 and min(bound[2:]) >= 7
n_s = np.arange(3, 8)
defect = n_s - 1 / np.sqrt(-2 * th_s[2:7])
assert abs(defect[4] - defect[3]) < min(0.01, abs(defect[1] - defect[0]))

# comparison with the two-electron reference
ref = valence_ci()
names = ["3s", "3p", "4s", "4p"]
singlet = np.array([ref["singlet", "s"][1], ref["singlet", "p"][1],
                    ref["singlet", "s"][2], ref["singlet", "p"][2]])
triplet = np.array([ref["triplet", "s"][0], ref["triplet", "p"][1],
                    ref["triplet", "s"][1], ref["triplet", "p"][2]])
mean = (singlet + triplet) / 2
th_lev = np.array([th_s[2], th_p[1], th_s[3], th_p[2]])
grac_lev = np.array([grac_s[2], grac_p[1], grac_s[3], grac_p[2]])
assert np.all(triplet < singlet)
assert np.max(abs(th_lev - mean)) < 0.02
assert np.max(abs(grac_lev - mean)) < 0.02
ref_ion = -ref["singlet", "s"][0]
exc_ref = mean[0] + ref_ion
exc_th = th_s[2] - th_s[1]
exc_plain = plain[2] - plain[1]
assert abs(exc_th - exc_ref) < abs(exc_plain - exc_ref)

# ================= output =================
print(f"Grid: order {ORDER}, map length {MAP_LENGTH} bohr, r_max {R_MAX} bohr")
print(f"Linear switch from {R1} to {R2} bohr; mixing 0.4")
print(f"GRAC alpha {GRAC_ALPHA}, beta {GRAC_BETA}; f=1/2 at {r_half:.3f} bohr")
print(f"Largest hydrogen level error, n=1-5: {hyd_err:.1e} hartree")
print(f"PBE energy Be, radial: {gga['energy']:.6f} hartree")
print(f"PBE energy Be, Gaussian: {e_atom:.6f} hartree")
print(f"PBE energy Be+, Gaussian: {e_ion:.6f} hartree")
print(f"PBE ionization energy I: {ion_energy:.6f} hartree = {ion_energy*EV:.3f} eV")
print(f"PBE HOMO, radial: {homo:.6f}; Gaussian: {homo_gauss:.6f} hartree")
print(f"One-shot shift Delta0: {delta0:.6f} hartree = {delta0*EV:.3f} eV")
print(f"dExc/d(2s occupation): {slope:.7f}; <2s|vxc|2s>: {v_mean:.7f} hartree")
print(f"Restricted path: I {ion_restricted:.6f}, I+HOMO {ion_restricted+homo:.6f} hartree")
print(f"Restricted path: curvature integral {curvature_shift:.6f} hartree")
for rr in (R1, R2):
    print(f"At {rr} bohr: vxc-Delta {vxc_spline(rr)/rr-th['delta']:.5f}, "
          f"-1/r {-1/rr:.5f} hartree")
print(f"HOMO tail weight w: {tail_weight:.6f}; d eps/d Delta: {rate:.6f}")
print(f"One-shot residual: {residual:.3e} hartree; first order {first_order:.3e}")
print(f"Coupling integral for residual: {coupling:.3e} hartree")
print(f"Fixed-point shift, frozen density: {delta_fix:.6f} hartree")
print(f"Self-consistent shift: {th['delta']:.6f} hartree, {th['cycles']} cycles")
print(f"Self-consistent HOMO below threshold: {th_s[1]:.6f} hartree")
print(f"GRAC-switch HOMO: {grac_s[1]:.6f} hartree")
print(f"Finite-difference check of 2p,3p,4p: {fd_err:.1e} hartree")
print(f"Bound s,p levels in box: PBE {bound[0]},{bound[1]}; "
      f"spliced {bound[2]},{bound[3]}")
print(f"2p level: PBE {gga_p[0]:.5f}, spliced {th_p[0]:.5f} hartree")
for n, e, d in zip(n_s, th_s[2:7], defect):
    print(f"Spliced {n}s: {e:.6f} hartree, quantum defect {d:.4f}")
print("Levels from threshold, hartree: linear, GRAC, singlet, triplet, mean")
for q, row in enumerate(zip(th_lev, grac_lev, singlet, triplet, mean)):
    print(f"{names[q]}: " + " ".join(f"{e:.5f}" for e in row))
print(f"Mean abs. deviation, linear: {np.mean(abs(th_lev-mean)):.5f} hartree"
      f" = {np.mean(abs(th_lev-mean))*EV:.3f} eV")
print(f"Mean abs. deviation, GRAC: {np.mean(abs(grac_lev-mean)):.5f} hartree"
      f" = {np.mean(abs(grac_lev-mean))*EV:.3f} eV")
print(f"Reference ionization energy: {ref_ion:.5f} hartree")
print(f"2s-3s gap, spliced: {exc_th:.5f} hartree = {exc_th*EV:.3f} eV")
print(f"2s-3s gap, reference mean: {exc_ref:.5f} hartree = {exc_ref*EV:.3f} eV")
print(f"2s-3s gap, tail without shift: {exc_plain:.5f} hartree = {exc_plain*EV:.3f} eV")
print(f"Tail without shift: HOMO {plain[1]:.5f}, 3s {plain[2]:.5f} hartree")
print("ALL CHECKS PASSED")
```

Output:

```
Grid: order 200, map length 15.0 bohr, r_max 200.0 bohr
Linear switch from 7.0 to 9.0 bohr; mixing 0.4
GRAC alpha 0.5, beta 40.0; f=1/2 at 6.180 bohr
Largest hydrogen level error, n=1-5: 2.8e-11 hartree
PBE energy Be, radial: -14.629948 hartree
PBE energy Be, Gaussian: -14.629939 hartree
PBE energy Be+, Gaussian: -14.299304 hartree
PBE ionization energy I: 0.330636 hartree = 8.997 eV
PBE HOMO, radial: -0.206120; Gaussian: -0.206121 hartree
One-shot shift Delta0: 0.124515 hartree = 3.388 eV
dExc/d(2s occupation): -0.2793348; <2s|vxc|2s>: -0.2793348 hartree
Restricted path: I 0.350920, I+HOMO 0.144800 hartree
Restricted path: curvature integral 0.144799 hartree
At 7.0 bohr: vxc-Delta -0.16530, -1/r -0.14286 hartree
At 9.0 bohr: vxc-Delta -0.14008, -1/r -0.11111 hartree
HOMO tail weight w: 0.001247; d eps/d Delta: 0.001248
One-shot residual: 3.615e-05 hartree; first order 3.865e-05
Coupling integral for residual: 3.615e-05 hartree
Fixed-point shift, frozen density: 0.124551 hartree
Self-consistent shift: 0.124733 hartree, 36 cycles
Self-consistent HOMO below threshold: -0.330636 hartree
GRAC-switch HOMO: -0.330418 hartree
Finite-difference check of 2p,3p,4p: 5.9e-06 hartree
Bound s,p levels in box: PBE 3,1; spliced 13,11
2p level: PBE -0.07421, spliced -0.19835 hartree
Spliced 3s: -0.103521 hartree, quantum defect 0.8023
Spliced 4s: -0.047092 hartree, quantum defect 0.7415
Spliced 5s: -0.027388 hartree, quantum defect 0.7273
Spliced 6s: -0.017945 hartree, quantum defect 0.7215
Spliced 7s: -0.012672 hartree, quantum defect 0.7185
Levels from threshold, hartree: linear, GRAC, singlet, triplet, mean
3s: -0.10352 -0.09685 -0.09324 -0.10502 -0.09913
3p: -0.07567 -0.07116 -0.06746 -0.07392 -0.07069
4s: -0.04709 -0.04632 -0.04521 -0.04860 -0.04690
4p: -0.03856 -0.03739 -0.03671 -0.03798 -0.03734
Mean abs. deviation, linear: 0.00269 hartree = 0.073 eV
Mean abs. deviation, GRAC: 0.00084 hartree = 0.023 eV
Reference ionization energy: 0.34106 hartree
2s-3s gap, spliced: 0.22711 hartree = 6.180 eV
2s-3s gap, reference mean: 0.24193 hartree = 6.583 eV
2s-3s gap, tail without shift: 0.14107 hartree = 3.839 eV
Tail without shift: HOMO -0.20629, 3s -0.06522 hartree
ALL CHECKS PASSED
```
